# Space-group symmetry of Wannier electron-phonon couplings, and its count for honeycomb p_z orbitals

**Q:** Electron-phonon interpolation stores a large table $g(\mathbf R_e,\mathbf R_p)$. You say that crystal symmetry relates its entries. Which table do you mean, exactly?

**A:** The matrix elements between Wannier functions of the change of potential caused by moving one atom:

$$g_{mn}^{\kappa\alpha}(\mathbf R_e,\mathbf R_p)=\Big\langle w_{m\mathbf 0}\Big|\frac{\partial V}{\partial u_{\kappa\alpha,\mathbf R_p}}\Big|w_{n\mathbf R_e}\Big\rangle .$$

Here $m,n$ label Wannier functions in a cell, and $u_{\kappa\alpha,\mathbf R_p}$ is the displacement along $\alpha$ of atom $\kappa$ in cell $\mathbf R_p$. The orbitals stay fixed. This is therefore not the derivative of a hopping whose orbitals follow the atoms; that derivative has two more terms, from the changes of the two orbitals. I leave out spin-orbit coupling and magnetism.

**Q:** A space-group operation moves atoms between cells. How do you keep track of that?

**A:** Let $G=\{S|\mathbf v\}$ send $\mathbf r$ to $S\mathbf r+\mathbf v$. Site $s$ of cell $\mathbf R$ lies at $\boldsymbol\tau_s+\mathbf R$. Since $G$ maps the crystal onto itself, the image of home site $s$ is some site $s'$, up to a lattice vector $\mathbf T_s$:

$$S\boldsymbol\tau_s+\mathbf v=\boldsymbol\tau_{s'}+\mathbf T_s .$$

Adding $S\mathbf R$ to both sides shows that cell $\mathbf R$ goes to cell $S\mathbf R+\mathbf T_s$. This shift depends on the sublattice.

Take the honeycomb with $\mathbf a_1=a(1,0)$, $\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}{2})$, atom A at the origin and $\boldsymbol\tau_B=(\mathbf a_1+\mathbf a_2)/3$. A rotation by $120^\circ$ about A leaves A in place, so $\mathbf T_A=0$. It turns $\boldsymbol\tau_B$, which points at $30^\circ$, to the neighbour at $150^\circ$, which is $\boldsymbol\tau_B-\mathbf a_1$. Hence $\mathbf T_B=-\mathbf a_1$.

**Q:** And the orbitals? A localized function need not respect the crystal's symmetry.

**A:** That is an assumption. Functions act as $(Gf)(\mathbf r)=f(G^{-1}\mathbf r)$, and symmetry-adapted Wannier functions satisfy

$$G\,w_{n\mathbf R}=\sum_{n'}w_{n',S\mathbf R+\mathbf T_n}\,D_{n'n}(G),$$

where $\mathbf T_n$ is the shift of the site on which $w_n$ is centred, and $D_{n'n}$ connects orbitals on $s$ only to orbitals on $s'$. If localization has broken this property, the law below need not hold for the table.

**Q:** The displaced crystal has lost the symmetry. Why may you still use $G$ on $\partial V/\partial u$?

**A:** Because I compare two displaced crystals. Let $V[X]$ be the potential operator for nuclear positions $X$, and assume that these positions determine it completely. Rotating and shifting all nuclei then rotates and shifts the potential:

$$G\,V[X]\,G^{-1}=V[GX].$$

Start from equilibrium and displace atom $(\kappa,\mathbf R)$ by $\mathbf u$. Its image is

$$S(\boldsymbol\tau_\kappa+\mathbf R+\mathbf u)+\mathbf v=\boldsymbol\tau_{\kappa'}+S\mathbf R+\mathbf T_\kappa+S\mathbf u .$$

So $GX$ is the equilibrium crystal with atom $(\kappa',S\mathbf R+\mathbf T_\kappa)$ displaced by $S\mathbf u$. Differentiate both sides with respect to $u_\alpha$ at $\mathbf u=0$. Since $\partial(S\mathbf u)_\beta/\partial u_\alpha=S_{\beta\alpha}$,

$$G\,\frac{\partial V}{\partial u_{\kappa\alpha,\mathbf R}}\,G^{-1}=\sum_\beta S_{\beta\alpha}\frac{\partial V}{\partial u_{\kappa'\beta,S\mathbf R+\mathbf T_\kappa}} .$$

If something else fixes the potential too, such as a rigid substrate, only operations that preserve it are allowed.

**Q:** Then put the pieces together, and show where the shifts go.

**A:** $G$ is unitary, so it may be applied to both functions while the operator becomes $G(\partial V)G^{-1}$. The left coefficient is conjugated because it stands in the bra:

$$g_{mn}^{\kappa\alpha}(\mathbf R_e,\mathbf R_p)=\sum_{m'n'\beta}D^*_{m'm}S_{\beta\alpha}D_{n'n}\Big\langle w_{m'\mathbf T_m}\Big|\frac{\partial V}{\partial u_{\kappa'\beta,S\mathbf R_p+\mathbf T_\kappa}}\Big|w_{n',S\mathbf R_e+\mathbf T_n}\Big\rangle .$$

The left orbital now sits in cell $\mathbf T_m$. A lattice translation of everything by $-\mathbf T_m$ leaves the value unchanged and brings it home:

$$g_{mn}^{\kappa\alpha}(\mathbf R_e,\mathbf R_p)=\sum_{m'n'\beta}D^*_{m'm}S_{\beta\alpha}D_{n'n}\;g_{m'n'}^{\kappa'\beta}(S\mathbf R_e+\mathbf T_n-\mathbf T_m,\;S\mathbf R_p+\mathbf T_\kappa-\mathbf T_m).$$

Nothing here required $g$ to be short-ranged.

**Q:** The honeycomb space group is symmorphic. Surely the shifts $\mathbf T$ are decoration there.

**A:** Try the threefold rotation about A on $g_{AB}^{A}(\mathbf 0,\mathbf 0)$ for $p_z$ orbitals. With the shifts, the right-hand side contains $g_{AB}^{A}(-\mathbf a_1,\mathbf 0)$: one bond is carried to the next. Without them, the in-plane vector $g_{AB}^{A}(\mathbf 0,\mathbf 0)$ would have to equal its own rotation by $120^\circ$, and so vanish.

The law was also tested on a model with all three $p$ orbitals on each atom (Gaussian exponent 2.5 Å$^{-2}$, in the model potential given below), for which $D=S$ and rotations mix $p_x$ with $p_y$. All 24 operations modulo translations and all elements of a $3\times3$ supercell were compared by quadrature. The law held to within $10^{-7}$ of the largest element, 2.31 eV/Å. Without the shifts, the largest discrepancy was 3.57 eV/Å. It can exceed the largest element because it is the difference between one entry and a rotated combination of others.

**Q:** Interpolation ends in reciprocal space. What survives there?

**A:** Define

$$g_{mn}^{\kappa\alpha}(\mathbf k,\mathbf q)=\sum_{\mathbf R_e\mathbf R_p}e^{i\mathbf k\cdot\mathbf R_e+i\mathbf q\cdot\mathbf R_p}g_{mn}^{\kappa\alpha}(\mathbf R_e,\mathbf R_p).$$

Put $\mathbf R_e'=S\mathbf R_e+\mathbf T_n-\mathbf T_m$. As $S$ preserves scalar products, $\mathbf k\cdot\mathbf R_e=S\mathbf k\cdot S\mathbf R_e=S\mathbf k\cdot(\mathbf R_e'-\mathbf T_n+\mathbf T_m)$. The same step for $\mathbf R_p$ gives

$$g_{mn}^{\kappa\alpha}(\mathbf k,\mathbf q)=e^{-iS\mathbf k\cdot(\mathbf T_n-\mathbf T_m)-iS\mathbf q\cdot(\mathbf T_\kappa-\mathbf T_m)}\sum_{m'n'\beta}D^*_{m'm}S_{\beta\alpha}D_{n'n}\,g_{m'n'}^{\kappa'\beta}(S\mathbf k,S\mathbf q).$$

This form was tested for all 24 operations at one pair $(\mathbf k,\mathbf q)$.

**Q:** Now the count. "Nearest-neighbour coupling constant" is vague when three objects are involved.

**A:** It is, so I define it. Write $\mathbf g(i,j;c)=\langle i|\partial V/\partial\mathbf u_c|j\rangle$ for orbitals on sites $i,j$ and moved atom $c$. I keep the triples in which no two of the three sites are farther apart than one bond. No three honeycomb sites are mutual nearest neighbours, so each triple contains at most two distinct sites. With $i$ in the home cell there are

- 2 self triples, $i=j=c$;
- 6 on-site triples, $i=j$ with $c$ a neighbour;
- 12 bond triples, $i,j$ neighbours with $c$ one of them.

That makes 20 triples and 60 vector components.

**Q:** What does your law say about them when each atom has one $p_z$ orbital?

**A:** A $p_z$ orbital changes by the factor $\pm1$ with which $S$ acts on $z$. Both orbitals acquire the same factor, so $D^*D=1$. The law becomes $g_\alpha=\sum_\beta S_{\beta\alpha}g'_\beta$, or $\mathbf g=S^{T}\mathbf g'$, which is

$$\mathbf g(Gi,Gj;Gc)=S\,\mathbf g(i,j;c).$$

There is one further relation. The derivative of $V$ is Hermitian, and in the general notation conjugation followed by a translation by $-\mathbf R_e$ gives

$$g_{mn}^{\kappa\alpha}(\mathbf R_e,\mathbf R_p)^*=g_{nm}^{\kappa\alpha}(-\mathbf R_e,\mathbf R_p-\mathbf R_e).$$

Time reversal lets us choose real Wannier functions, which make $\mathbf g$ real. Then $\mathbf g(i,j;c)=\mathbf g(j,i;c)$.

**Q:** Start with the self term. An atom moves under its own orbital; that ought to matter most.

**A:** To first order it gives nothing on the free layer. The threefold rotation about the atom maps the triple to itself, so the vector must be unchanged by the rotation and has no in-plane part. The horizontal mirror $z\to-z$ also maps the triple to itself and reverses the $z$ component. Nothing is left.

**Q:** And when a neighbour moves?

**A:** For $\mathbf g(i,i;c)$ the horizontal mirror again removes $z$. The vertical mirror that contains the bond fixes $i$ and $c$ and reverses the in-plane component normal to the bond. What remains is

$$\mathbf g(i,i;c)=\eta\,\hat{\mathbf e}(i\to c).$$

The group carries any of the six on-site triples to any other, so $\eta$ is common to all.

**Q:** A bond has two ends. I expect two constants, one for each moved atom.

**A:** The same two mirrors leave $\mathbf g(A,B;A)=\gamma\,\hat{\mathbf e}(A\to B)$. For the other end, use the twofold rotation about the axis normal to the layer through the bond centre. It exchanges A and B and reverses in-plane vectors:

$$\mathbf g(B,A;B)=-\mathbf g(A,B;A).$$

Hermiticity and reality turn the left side into $\mathbf g(A,B;B)$. Thus

$$\mathbf g(A,B;B)=-\gamma\,\hat{\mathbf e}(A\to B)=\gamma\,\hat{\mathbf e}(B\to A).$$

Your two constants would be right without the exchange $i\leftrightarrow j$. With it there is one, and the first-order change of the inter-site element is

$$\delta V_{ij}=\gamma\,\hat{\mathbf e}(i\to j)\cdot(\mathbf u_i-\mathbf u_j)$$

from the two bond atoms. The 60 components are fixed by two real numbers, $\gamma$ and $\eta$. If one means only the modulation of the inter-site element by its own two atoms, the answer is one, $\gamma$. This count needs A and B to be the same species, as in graphene. With two species, as in boron nitride, no operation exchanges A and B, each species has its own $\gamma$ and $\eta$, and the count is four.

**Q:** How do I know that you have not overlooked a relation, or a free component?

**A:** Count with characters. The allowed sets of vectors are those left unchanged by the whole group, and the dimension of that space is the trace of the group average. For triples that are all related by symmetry, this trace reduces to the average of $\mathrm{Tr}\,S$ over the operations that fix one triple.

A bond triple is fixed by the identity, the two mirrors, and the twofold rotation about the bond, with traces $3,1,1,-1$. The average is $4/4=1$. The exchange $i\leftrightarrow j$ adds no operation here, because restoring the two orbitals would move $c$ to the other end. An on-site triple is fixed by the same four operations; the exchange does nothing to it, and the average is again 1.

A self triple has the twelve operations of the atom's site: identity (3), two threefold rotations (0 each), three twofold rotations ($-1$ each), horizontal mirror (1), two rotation-reflections ($-2$ each), three vertical mirrors (1 each). The sum is $3+0-3+1-4+3=0$.

**Q:** That is still group theory checking group theory.

**A:** The count was therefore also tested without it. Fourteen models with random orbital widths and atomic densities were integrated numerically, and each gave a list of the 60 components. The rank of the resulting matrix is the number of independent constants that the models reveal. It is 2.

**Q:** Translation invariance should remove one more. Moving all atoms together cannot create a new coupling.

**A:** A rigid shift by $\mathbf u$ gives $V(\mathbf r-\mathbf u)$, so $\sum_c\mathbf g(i,j;c)=-\langle i|\nabla V|j\rangle$. For neighbours $i,j$, the twofold rotation and the exchange make the in-plane part equal to its own negative, and the mirror removes $z$. The sum is zero by symmetry already. Within our set this is visible as $\gamma\hat{\mathbf e}(i\to j)+\gamma\hat{\mathbf e}(j\to i)=0$, and for the on-site terms as $\eta\sum_c\hat{\mathbf e}(i\to c)=0$. No new relation between $\gamma$ and $\eta$ appears. For fixed orbitals the sum need not vanish in general: for second neighbours in the model below its length is 0.0375 eV/Å.

**Q:** Real layers often lie on something. Does the count survive?

**A:** No. Take a laterally uniform support, which removes every operation that reverses $z$ and keeps the other twelve; a support with lateral structure removes more and can allow more constants. The $z$ components are now allowed. The self term gains one constant, the on-site term has two, and the bond term has two: five in all. The numerical rank is also 5 when a laterally uniform density is placed below the layer. To linear order, out-of-plane motion then couples to these orbitals.

**Q:** You also cut the list at a convenient place. What about an atom beside the bond?

**A:** Let $i,j$ be neighbours and let $c$ be a third atom, a neighbour of one of them. There are 24 such triples per cell. Only the identity and the horizontal mirror fix one; the exchange $i\leftrightarrow j$ adds nothing, because an operation that swaps the two ends carries $c$ beside the other end. The 24 operations, each with or without the exchange, make 48, and 2 of them fix a triple, so one triple has $48/2=24$ images: all 24 are related. The average is $(3+1)/2=2$: both in-plane components are free. The wider set has four constants, and the numerical rank agrees.

**Q:** Give me magnitudes, so that I can judge the cut.

**A:** Take a model with $a=2.50$ Å, hence a bond $d=1.443$ Å. The orbitals are $z\,e^{-\alpha r^2}$ with $\alpha=1.50$ Å$^{-2}$, made orthonormal by Löwdin's method. The potential is $V=-V_0\,\rho/(1+\rho)$ with $V_0=30$ eV, and $\rho$ is a sum of atomic Gaussians of height 1 and exponent 1.50 Å$^{-2}$. Because $V$ is nonlinear in $\rho$, it is not a sum of atomic potentials. In a $6\times6$ supercell,

$$\gamma=-0.722\ \text{eV/Å},\qquad \eta=1.558\ \text{eV/Å}.$$

Positive $\eta$ means that the on-site element rises when a neighbour moves away, as expected if an attractive well recedes. Stretching a bond by $\delta\ell$ changes the inter-site element by $-\gamma\,\delta\ell$, which is $+0.722$ eV per Å.

The three-centre vector has components $-0.0786$ eV/Å along $i\to c$ and $0.0349$ eV/Å along the in-plane normal, which is $i\to c$ turned by $+90^\circ$, for $j$ at $30^\circ$ and $c$ at $150^\circ$ from $i$. Its length is $\sqrt{0.0786^2+0.0349^2}=0.086$ eV/Å, or 12% of $|\gamma|$. It is the largest omitted triple in this model but not the only sizeable one: second-neighbour orbitals with one of their own atoms moved give 0.068 eV/Å, and an on-site element with a second neighbour moved gives 0.046 eV/Å.

**Q:** What do the two constants predict in reciprocal space?

**A:** The neighbours of A lie in cells $\mathbf R_j=\mathbf 0,-\mathbf a_1,-\mathbf a_2$, along

$$\hat{\mathbf e}_j=(\tfrac{\sqrt3}{2},\tfrac12),\quad(-\tfrac{\sqrt3}{2},\tfrac12),\quad(0,-1).$$

Inserting the triples in the Fourier sum gives, for instance,

$$\mathbf g_{AB}^{A}=\gamma\sum_j\hat{\mathbf e}_je^{i\mathbf k\cdot\mathbf R_j},\quad \mathbf g_{AB}^{B}=-\gamma\sum_j\hat{\mathbf e}_je^{i(\mathbf k+\mathbf q)\cdot\mathbf R_j},\quad \mathbf g_{AA}^{B}=\eta\sum_j\hat{\mathbf e}_je^{i\mathbf q\cdot\mathbf R_j}.$$

In the second, the moved atom is the right-hand orbital's own, so $\mathbf R_p=\mathbf R_e$ and the phases add.

At the corner K, with $\mathbf K\cdot\mathbf a_1=2\pi/3$ and $\mathbf K\cdot\mathbf a_2=-2\pi/3$, the phases are $1,\omega^*,\omega$ with $\omega=e^{2\pi i/3}$. The $x$ sum is $\tfrac{\sqrt3}{2}(1-\omega^*)$, of modulus $\tfrac{\sqrt3}{2}\sqrt3=\tfrac32$. The $y$ sum is $\tfrac12(1+\omega^*)-\omega=-\tfrac32\omega$, because $1+\omega+\omega^*=0$. Each component of $\mathbf g_{AB}^A(\mathbf K,\mathbf 0)$ has modulus $1.5\times0.7218=1.083$ eV/Å. The full lattice sum gives 1.066 eV/Å, so the two-constant value is 1.5% too high relative to it.

**Q:** Then the three-centre terms should repair the 1.5%.

**A:** They do not: with them the modulus is 1.110 eV/Å, 4.1% too high. Their contribution can be followed by hand. For $c$ beside $i$, project the vector on the bond direction. The direction $i\to c$ makes $120^\circ$ with the bond and the normal makes $210^\circ$, so the projection is

$$(-0.0786)(-\tfrac12)+(0.0349)(-\tfrac{\sqrt3}{2})=0.0091\ \text{eV/Å}.$$

The two such atoms are mirror images, so their normal parts cancel and their sum is 0.018 eV/Å along the bond. In $\mathbf g_{AB}^A$ the moved atoms lie beside $j$, and the twofold rotation reverses the sign. At $\mathbf q=0$ the constant $\gamma$ is thus replaced by $-0.722-0.018=-0.740$ eV/Å, and $1.5\times0.740=1.110$ eV/Å. More distant triples then lower the modulus to 1.066 eV/Å. The close agreement of the two-constant value at this point rests partly on cancellation and does not measure the error elsewhere in the zone. At general $(\mathbf k,\mathbf q)$ the omitted terms change the vector $\mathbf g_{AB}^A$ by 0.35 eV/Å or more at the worst points, and $\mathbf g_{AA}^A$, which the two constants set to zero, reaches about 0.5 eV/Å.

**Q:** And for long waves? Your on-site term vanishes at $\mathbf q=0$.

**A:** It must, within this model, since a rigid shift of the neighbours gives $\sum_j\hat{\mathbf e}_j=0$. For a smooth in-plane displacement field $\mathbf u(\mathbf r)$, expand about atom A: the neighbour at $d\hat{\mathbf e}_j$ moves by $\mathbf u+d(\hat{\mathbf e}_j\cdot\nabla)\mathbf u$. With $\sum_j\hat e_{j\alpha}\hat e_{j\beta}=\tfrac32\delta_{\alpha\beta}$, the on-site change is

$$\delta V_{AA}=\eta d\sum_{j}\hat{\mathbf e}_j\cdot(\hat{\mathbf e}_j\cdot\nabla)\mathbf u=\tfrac32\,\eta d\,\nabla\cdot\mathbf u .$$

To this order it responds to a change of area and not to pure shear. Here $\tfrac32\times1.558\times1.443=3.37$ eV per unit of relative area change. This is the nearest-neighbour part at fixed orbitals; farther atoms also contribute, so it should not be taken for a complete deformation potential. In this model all atoms together give 3.76 eV, still at fixed orbitals.

## Computed results

```
lattice constant: 2.50 angstrom
bond length: 1.4434 angstrom
potential depth parameter: 30.0 eV
orbital exponent: 1.50 angstrom^-2
atomic density exponent: 1.50 angstrom^-2
atomic density height: 1.00 (dimensionless)
operations modulo translations: 24
p-shell test, largest |g|: 2.312 eV/angstrom
p-shell test, error if shifts T are dropped: 3.569 eV/angstrom
short triples per cell: 20, components: 60
three-centre triples per cell: 24
independent constants: free layer / no horizontal mirror / no Hermiticity
  self: 0 / 1 / 0
  on-site: 1 / 2 / 1
  bond: 1 / 2 / 2
  three-centre: 2 / 3 / 4
ranks found numerically, same order:
  short triples: 2 / 5 / 3
  with three-centre: 4 / 8 / 7
gamma (bond constant): -0.7218 eV/angstrom
eta (on-site constant): 1.5576 eV/angstrom
three-centre, along i->c: -0.0786 eV/angstrom
three-centre, in-plane normal to i->c: 0.0349 eV/angstrom
relative change, 4x4 against 6x6 supercell: 1.2e-05
rigid-shift sum, second neighbours: 0.0375 eV/angstrom
modulus of g_AB for moved A atom at k=K, q=0, x and y components:
  two constants: 1.0827, 1.0827 eV/angstrom
  with three-centre: 1.1099, 1.1099 eV/angstrom
  full lattice sum: 1.0665, 1.0665 eV/angstrom
```
